**Electrostrictive origin of d33 in a tetragonal ferroelectric**

The program tests $d_{33}=2Q_{11}\varepsilon_0\chi_{33}P$, where $Q_{11}$ is the longitudinal electrostrictive coefficient, $P$ the spontaneous polarization and $\chi_{33}$ the differential susceptibility at constant stress. It solves for equilibrium in an energy of three polarization and six strain components, then takes finite differences with respect to field and stress. It asserts that the field-induced strain and the stress-induced polarization both agree with the formula, and that $d_{33}$ changes sign with $P$. Further assertions cover the clamped susceptibility, a film on a rigid substrate, the second-order strain, a tilted field and the strain of 90-degree switching. For round parameters in the rough regime of barium titanate, the output gives $d_{33}=99.6$ pm/V for a free single domain. It falls to 46.3 pm/V when the in-plane strains are held. At 10 kV/cm, switching 0.91% of the volume would give a strain equal to the intrinsic one, if elastic constraints between domains are ignored.

## Numerical check

```python
"""
Result under test: d33 = 2 Q11 eps0 chi33 P for a single-domain tetragonal
ferroelectric at zero stress, with strain x3 = Q11 P3^2 from the cubic lattice.
P: spontaneous polarization; eps0*chi33 = dP3/dE3 at constant stress.
Independent road: minimize an energy of 3 polarizations and 6 strains under
field and stress, then differentiate the equilibrium state numerically.
a, b, c: stress-free Landau coefficients, f = a P^2/2 + b P^4/4 + c P^6/6.
a12, a112: coefficients that couple different polarization components.
Q11, Q12, Q44: electrostriction; c11, c12, c44: stiffness at fixed P.
Shear strains are engineering shears. All internal values are in SI units.
Inputs are round model values in the rough regime of barium titanate.
"""
import numpy as np
import sympy as sp
from scipy.constants import epsilon_0

a, b, c = -5.5e7, -2.6e9, 4.8e10
a12, a112 = 3.2e8, 4.5e9
a_slope = 6.7e5
Q11, Q12, Q44 = 0.11, -0.045, 0.059
c11, c12, c44 = 180e9, 80e9, 120e9
drive, breakdown = 1.0e6, 1.0e7
tilt = np.radians(10.0)
warming = 10.0

stiffness = np.diag([c11 - c12] * 3 + [c44] * 3)
stiffness[:3, :3] += c12

# Energy, gradient and Hessian generated symbolically
p = sp.symbols("p1:4")
x = sp.symbols("x1:7")
alpha = sp.Symbol("alpha")
squares = [u**2 for u in p]
total = sum(squares)
landau = (alpha * total / 2 + b * sum(s**2 for s in squares) / 4
          + c * sum(s**3 for s in squares) / 6
          + a12 * (squares[0] * squares[1] + squares[1] * squares[2]
                   + squares[2] * squares[0])
          + a112 * sum(s**2 * (total - s) for s in squares))
free_strain = [Q11 * s + Q12 * (total - s) for s in squares]
free_strain += [Q44 * p[1] * p[2], Q44 * p[0] * p[2], Q44 * p[0] * p[1]]
misfit = [x[i] - free_strain[i] for i in range(6)]
elastic = sum(stiffness[i, j] * misfit[i] * misfit[j] / 2
              for i in range(6) for j in range(6) if stiffness[i, j] != 0)
variables = list(p) + list(x)
gradient_expr = [sp.diff(landau + elastic, v) for v in variables]
hessian_expr = [[sp.diff(g, v) for v in variables] for g in gradient_expr]
gradient = sp.lambdify((variables, alpha), gradient_expr, "numpy")
hessian = sp.lambdify((variables, alpha), hessian_expr, "numpy")

up_guess = np.array([0, 0, 0.27, -0.003, -0.003, 0.008, 0, 0, 0])
down_guess = up_guess * np.array([1, 1, -1, 1, 1, 1, 1, 1, 1])
side_guess = np.array([0.27, 0, 0, 0.008, -0.003, -0.003, 0, 0, 0])


def equilibrium(start, field=(0, 0, 0), stress3=0.0, held=(), a_value=a):
    """Newton solution for a stable state; variables in 'held' stay fixed."""
    state = np.array(start, dtype=float)
    load = np.zeros(9)
    load[:3] = field
    load[5] = stress3
    free = [i for i in range(9) if i not in held]
    for _ in range(30):
        residual = np.array(gradient(state, a_value), dtype=float) - load
        curvature = np.array(hessian(state, a_value), dtype=float)
        step = np.linalg.solve(curvature[np.ix_(free, free)], residual[free])
        state[free] -= step
    assert np.max(np.abs(step)) < 1e-12
    final = np.array(hessian(state, a_value), dtype=float)
    assert np.linalg.eigvalsh(final[np.ix_(free, free)]).min() > 0
    return state


def field_slope(start, direction=(0, 0, 1), h=1.0e4, **options):
    """Central-difference derivative of the whole state with field."""
    n = np.array(direction, dtype=float)
    plus = equilibrium(start, field=h * n, **options)
    minus = equilibrium(start, field=-h * n, **options)
    return (plus - minus) / (2 * h)


def close(value, reference, tolerance=1e-5):
    return abs(value - reference) <= tolerance * abs(reference)


# Derived formulas
P = np.sqrt((-b + np.sqrt(b**2 - 4 * a * c)) / (2 * c))
f2 = a + 3 * b * P**2 + 5 * c * P**4
f3 = 6 * b * P + 20 * c * P**3
chi33 = 1 / (epsilon_0 * f2)
d33 = 2 * Q11 * epsilon_0 * chi33 * P
d31 = 2 * Q12 * epsilon_0 * chi33 * P

# Spontaneous state and linear response
rest = equilibrium(up_guess)
slope = field_slope(rest)
assert close(rest[2], P, 1e-10)
assert close(rest[5], Q11 * P**2, 1e-10)
assert close(slope[2], epsilon_0 * chi33)
assert close(slope[5], d33)
assert close(slope[3], d31)
assert np.max(np.abs(slope[:2])) < 1e-9 * slope[2]
assert close(field_slope(down_guess)[5], -d33)
well_depth = -(a * P**2 / 2 + b * P**4 / 4 + c * P**6 / 6)
assert well_depth > 0

# Direct effect: polarization change under stress at zero field
stress_step = 1.0e5
direct = (equilibrium(rest, stress3=stress_step)[2]
          - equilibrium(rest, stress3=-stress_step)[2]) / (2 * stress_step)
assert close(direct, d33)

# All strains held at their spontaneous values
q = np.array([Q12, Q12, Q11])
clamping = 4 * P**2 * (q @ stiffness[:3, :3] @ q)
chi_clamped = 1 / (epsilon_0 * (f2 + clamping))
clamped_slope = field_slope(rest, held=range(3, 9))
assert close(clamped_slope[2], epsilon_0 * chi_clamped)

# Only the in-plane strains held, as by a rigid substrate
plane_modulus = c11 + c12 - 2 * c12**2 / c11
d33_film = (2 * P * (Q11 + 2 * Q12 * c12 / c11)
            / (f2 + 8 * plane_modulus * Q12**2 * P**2))
film_slope = field_slope(rest, held=(3, 4, 8))
assert close(film_slope[5], d33_film)

# Second-order strain: visible square term and dielectric saturation
square_part = Q11 * (epsilon_0 * chi33)**2
saturation_part = -Q11 * P * f3 / f2**3
h = 1.0e5
second = (equilibrium(rest, field=(0, 0, h))[5] - 2 * rest[5]
          + equilibrium(rest, field=(0, 0, -h))[5]) / (2 * h**2)
assert close(second, square_part + saturation_part, 1e-3)
driven = equilibrium(rest, field=(0, 0, drive))
secant_drive = (driven[5] - rest[5]) / drive
secant_break = (equilibrium(rest, field=(0, 0, breakdown))[5]
                - rest[5]) / breakdown

# Field and measured strain both along a tilted direction
f2_side = a + 2 * a12 * P**2 + 2 * a112 * P**4
chi11 = 1 / (epsilon_0 * f2_side)
d15 = Q44 * P * epsilon_0 * chi11
sn, cs = np.sin(tilt), np.cos(tilt)
d_tilt = cs * ((d15 + d31) * sn**2 + d33 * cs**2)
tilted = field_slope(rest, direction=(sn, 0, cs))
numeric_tilt = tilted[3] * sn**2 + tilted[5] * cs**2 + tilted[7] * sn * cs
assert close(numeric_tilt, d_tilt)

# Strain released when a domain turns by 90 degrees
side = equilibrium(side_guess)
switch_strain = rest[5] - side[5]
assert close(switch_strain, (Q11 - Q12) * P**2)
equal_fraction = d33 * drive / switch_strain

# Warmer crystal, with only the quadratic coefficient changed
warm_a = a + a_slope * warming
warm = equilibrium(rest, a_value=warm_a)
warm_slope = field_slope(warm, a_value=warm_a)
d33_warm = warm_slope[5]
assert close(d33_warm, 2 * Q11 * warm[2] * warm_slope[2])


def show(label, value, unit, style=".4g"):
    print(f"{label}: {value:{style}} {unit}".rstrip())


show("Landau a", a, "J m/C^2")
show("Landau b", b, "J m^5/C^4")
show("Landau c", c, "J m^9/C^6")
show("coupling a12", a12, "J m^5/C^4")
show("coupling a112", a112, "J m^9/C^6")
show("slope da/dT", a_slope, "J m/(C^2 K)")
show("Q11", Q11, "m^4/C^2")
show("Q12", Q12, "m^4/C^2")
show("Q44", Q44, "m^4/C^2")
show("c11", c11 / 1e9, "GPa")
show("c12", c12 / 1e9, "GPa")
show("c44", c44 / 1e9, "GPa")
show("drive field", drive / 1e5, "kV/cm")
show("assumed rough breakdown field", breakdown / 1e5, "kV/cm")
show("spontaneous P", P * 100, "uC/cm^2")
show("spontaneous P, converted", P, "C/m^2")
show("well depth below cubic state", well_depth / 1e6, "MJ/m^3")
show("curvature f''", f2, "J m/C^2")
show("third derivative f'''", f3, "J m^3/C^3")
show("eps0*chi33", epsilon_0 * chi33, "F/m")
show("chi33 at constant stress", chi33, "(dimensionless)")
show("spontaneous strain x3", 100 * rest[5], "%")
show("spontaneous strain x1", 100 * rest[3], "%")
show("d33 from formula", d33 * 1e12, "pm/V", ".5g")
show("d33 from energy minimization", slope[5] * 1e12, "pm/V", ".5g")
show("d33 from stress response", direct * 1e12, "pC/N", ".5g")
show("d31 from formula", d31 * 1e12, "pm/V")
show("polarization change at drive", (driven[2] - rest[2]) * 100, "uC/cm^2")
show("linear strain at drive", 100 * d33 * drive, "%")
show("full strain change at drive", 100 * (driven[5] - rest[5]), "%")
show("E^2 strain, square part", square_part, "m^2/V^2")
show("E^2 strain, saturation part", saturation_part, "m^2/V^2")
show("secant d33 at drive", secant_drive * 1e12, "pm/V")
show("secant d33 at breakdown field", secant_break * 1e12, "pm/V")
show("chi33 with all strains held", chi_clamped, "(dimensionless)")
show("d33 if clamped chi33 is misused",
     2 * Q11 * P * epsilon_0 * chi_clamped * 1e12, "pm/V")
show("in-plane modulus Y", plane_modulus / 1e9, "GPa")
show("d33 on rigid substrate", d33_film * 1e12, "pm/V")
show("chi11", chi11, "(dimensionless)")
show("d15", d15 * 1e12, "pm/V")
show("tilt angle", np.degrees(tilt), "degrees")
show("longitudinal d at this tilt", d_tilt * 1e12, "pm/V")
show("strain of 90-degree switching", 100 * switch_strain, "%")
show("switched fraction equal to d33*drive", 100 * equal_fraction, "% by volume")
show("warming", warming, "K")
show("d33 after warming", d33_warm * 1e12, "pm/V")
show("d33 per actual polar length", d33 / (1 + rest[5]) * 1e12, "pm/V")
show("excess if permittivity replaces chi33", 100 / chi33, "%")
print("checks complete")
```

Printed output:

```
Landau a: -5.5e+07 J m/C^2
Landau b: -2.6e+09 J m^5/C^4
Landau c: 4.8e+10 J m^9/C^6
coupling a12: 3.2e+08 J m^5/C^4
coupling a112: 4.5e+09 J m^9/C^6
slope da/dT: 6.7e+05 J m/(C^2 K)
Q11: 0.11 m^4/C^2
Q12: -0.045 m^4/C^2
Q44: 0.059 m^4/C^2
c11: 180 GPa
c12: 80 GPa
c44: 120 GPa
drive field: 10 kV/cm
assumed rough breakdown field: 100 kV/cm
spontaneous P: 26.54 uC/cm^2
spontaneous P, converted: 0.2654 C/m^2
well depth below cubic state: 2.366 MJ/m^3
curvature f'': 5.863e+08 J m/C^2
third derivative f''': 1.381e+10 J m^3/C^3
eps0*chi33: 1.706e-09 F/m
chi33 at constant stress: 192.6 (dimensionless)
spontaneous strain x3: 0.7748 %
spontaneous strain x1: -0.317 %
d33 from formula: 99.592 pm/V
d33 from energy minimization: 99.592 pm/V
d33 from stress response: 99.592 pC/N
d31 from formula: -40.74 pm/V
polarization change at drive: 0.1673 uC/cm^2
linear strain at drive: 0.009959 %
full strain change at drive: 0.009796 %
E^2 strain, square part: 3.2e-19 m^2/V^2
E^2 strain, saturation part: -2e-18 m^2/V^2
secant d33 at drive: 97.96 pm/V
secant d33 at breakdown field: 86.59 pm/V
chi33 with all strains held: 107.5 (dimensionless)
d33 if clamped chi33 is misused: 55.59 pm/V
in-plane modulus Y: 188.9 GPa
d33 on rigid substrate: 46.34 pm/V
chi11: 3252 (dimensionless)
d15: 450.9 pm/V
tilt angle: 10 degrees
longitudinal d at this tilt: 107.3 pm/V
strain of 90-degree switching: 1.092 %
switched fraction equal to d33*drive: 0.9122 % by volume
warming: 10 K
d33 after warming: 104.7 pm/V
d33 per actual polar length: 98.83 pm/V
excess if permittivity replaces chi33: 0.5191 %
checks complete
```
